Hall viscosity and q² Hall conductivity of filled Landau levels

Q: A Hall fluid is said to have a viscosity that dissipates nothing. Before I accept a value for it, I want to know which system and which stress you mean.

A: Take spin-polarised electrons in a plane, with charge −e and mass m, without mutual interaction, disorder or Zeeman coupling. The field B points along +z, and the N lowest Landau levels are full. The kinetic momentum is π = p + eA/c, and

[π_x, π_y] = −iħeB/c = −iħ²/ℓ²,  ℓ² = ħc/(eB),  ω = eB/(mc) = ħ/(mℓ²).

The operator a = ℓ(π_x − iπ_y)/(√2 ħ) then obeys

[a, a†] = (ℓ²/2ħ²)·2i[π_x, π_y] = 1,

and π²/2m = ħω(a†a + ½). Each level holds one state per area 2πℓ², so n = N/(2πℓ²).

The stress is the momentum flux Π_ij, measured relative to the flow, with pressure positive. Let the flow v have strain rate V_ij = ½(∂_i v_j + ∂_j v_i), slow and traceless. Rotational symmetry allows a response that turns the strain axes by 45°:

Π_xx − Π_yy = 4η_H V_xy,  Π_xy = −2η_H V_xx.  (1)

This defines η_H. The power per area spent on the flow is −Π_ij V_ij. With V_yy = −V_xx it equals −(Π_xx − Π_yy)V_xx − 2Π_xy V_xy = −4η_H V_xy V_xx + 4η_H V_xx V_xy = 0, so nothing is dissipated.

Q: You intend to get η_H by deforming a torus. Why should a deformed box know about a flowing fluid?

A: Let the laboratory position be x = ΛX, where X lives in a fixed periodic cell and

Λ = exp(u),  u = [[α, β], [β, −α]],  det Λ = 1.

The area S and the flux through the cell stay fixed. In a box with changing shape, take the kinetic energy to be ½m|ΛẊ|². Since ẋ = ΛẊ + Λ̇X,

½m|ΛẊ|² = ½m|ẋ − v|² = ½mẋ² − mẋ·v + ½mv²,  v = Λ̇Λ⁻¹x.

Near Λ = 1 the matrix Λ̇Λ⁻¹ is the symmetric strain rate, so v = ∇χ with χ = ½V_ij x_i x_j. Then mẋ·v = d(mχ)/dt − m∂_tχ. The total derivative has no effect on the motion; what remains is quadratic in the rate or contains its time derivative. The vector potential, fixed in the X cell, becomes in the laboratory a field B together with the electric field E = −v×B/c that makes the electrons drift with v. For small strain and to first order in a slow rate, the deformed box therefore describes ordinary electrons carried by the flow v, with V_xx = α̇ and V_xy = β̇.

The momentum relative to the flow is w = m(ẋ − v) = Λ^{-T}π, with π now belonging to the X cell. To first order in strain,

w_x = π_x − απ_x − βπ_y,  w_y = π_y − βπ_x + απ_y.

With H = (w_x² + w_y²)/2m this gives, at Λ = 1,

∂_αH = −(π_x² − π_y²)/m,  ∂_βH = −(π_xπ_y + π_yπ_x)/m.

Summed over electrons, these are stresses:

⟨∂_αH⟩ = −S(Π_xx − Π_yy),  ⟨∂_βH⟩ = −2SΠ_xy.  (2)

Q: A static strain gives expectation values too. Where does the response to the rate come from?

A: From the small lag of the state behind the changing Hamiltonian. Write λ_a for α, β, and let |k⟩ be an instantaneous eigenstate. Apart from a phase, the evolving state is |k⟩ + |δ⟩. To first order in the rate, the Schrödinger equation gives for m ≠ k

⟨m|δ⟩ = iħ λ̇_b ⟨m|∂_b k⟩/(E_m − E_k).

Differentiating H|k⟩ = E_k|k⟩ and projecting on ⟨m| gives ⟨m|∂_aH|k⟩ = (E_k − E_m)⟨m|∂_a k⟩, hence ⟨k|∂_aH|m⟩ = (E_k − E_m)⟨∂_a k|m⟩. The change in the force is

2Re Σ_m ⟨k|∂_aH|m⟩⟨m|δ⟩ = 2Re[−iħ λ̇_b Σ_m ⟨∂_a k|m⟩⟨m|∂_b k⟩] = −ħF_ab λ̇_b,

F_ab = −2 Im⟨∂_a k|∂_b k⟩.  (3)

The omitted term m = k is real, because ⟨k|∂_a k⟩ is imaginary, so it does not affect F. This F is the Berry curvature of the strained state. Comparing (3) with (2) and (1), −S·4η_H β̇ = −ħF_αβ β̇, so

η_H = ħF_αβ/(4S),  (4)

where F_αβ is summed over the electrons. The other component gives Π_xy = ħF_αβ·(−α̇)/(2S) = −2η_H α̇, in agreement with (1).

Q: Each level is hugely degenerate, and the torus has boundary conditions. Could the orbit centres add curvature of their own?

A: No. The orbit-centre coordinates commute with both components of π, and they generate the magnetic translations that express the boundary conditions. H depends on π alone at every strain. Its eigenstates are products of a strain-dependent cyclotron state and an orbit-centre state that can be kept fixed, so only the first factor contributes.

Pauli blocking does not spoil the sum over orbitals either. A virtual transition between two filled levels k and k′ enters as

T(k,k′) = ⟨∂_a k|k′⟩⟨k′|∂_b k⟩.

Orthogonality gives ⟨k′|∂_a k⟩ = −⟨∂_a k′|k⟩, so T(k,k′)* = T(k′,k). The pair sum is real and drops out of F.

Q: Then compute the curvature, with its signs.

A: Inverting the definition of a,

π_x = ħ(a + a†)/(√2 ℓ),  π_y = iħ(a − a†)/(√2 ℓ).

Squaring and multiplying, and using ħ²/(mℓ²) = ħω,

∂_αH = −ħω(a² + a†²),  ∂_βH = −iħω(a² − a†²).

A state is changed by ⟨m|∂_b k⟩ = ⟨m|∂_bH|k⟩/(E_k − E_m). The denominator is +2ħω for the part lowered by a² and −2ħω for the part raised by a†². Therefore

∂_α|k⟩ = ½(a†² − a²)|k⟩,  ∂_β|k⟩ = −(i/2)(a†² + a²)|k⟩.

The squared norms of a†²|k⟩ and a²|k⟩ are (k+1)(k+2) and k(k−1), so

⟨∂_αk|∂_βk⟩ = −(i/4)[(k+1)(k+2) − k(k−1)] = −(i/4)(4k+2) = −i(k+½).

By (3), F_αβ = 2k+1 = 2s_k, with s_k = k+½ the orbital spin of the level. Per flux quantum, N full levels give Σ(2k+1) = N², and the mean orbital spin is s = N/2. With nS electrons, (4) becomes

η_H = ħ(nS)(2s)/(4S) = ħns/2 = ħnN/4.  (5)

In units of ħ, the Hall viscosity is thus half the density times the mean orbital spin. In the numerical output, three explicitly constructed torus orbitals of the lowest level have total curvature 2.9996, against 3 from the formula. A time evolution under slow shear gives η_H/(ħn) = 0.2500, 0.7499 and 1.2499 for k = 0, 1, 2, against s_k/2 = 0.25, 0.75 and 1.25.

Q: Is this a quantum effect at all? And what happens when the field is switched off?

A: The pressure is P = n⟨π²⟩/(2m) = nħωs, so (5) can be written

η_H = P/(2ω).  (6)

Every orbital contributes in proportion to s_k. For free electrons with any fixed level occupations the stresses add, and (6) still holds. A dilute hot gas has P = nk_BT and hence η_H = nk_BT/(2ω), without ħ. The mechanism is classical: shear makes the momentum distribution anisotropic while cyclotron motion turns it. What is quantum in (5) is the pressure of filled levels.

At fixed n, going through successive full fillings, N = 2πℓ²n grows as 1/B, and so does η_H. This does not describe a zero-field fluid. The lag formula needs strain rates, and frequencies of their variation, small compared with 2ω, the transition frequency excited by strain. That window closes as B goes to zero.

Q: Now let the electric field vary in space. I would guess that viscosity supplies the q² correction to the Hall conductivity.

A: It supplies part of it. Apply a static field E_x(x) of wavevector q, meaning the total field acting on the electrons. Their potential energy V obeys V′ = eE_x. Let J_y be the number current, so j_y = −eJ_y. In a static state the x momentum density is constant in time, which requires

∂_xΠ_xx = −nV′ − mωJ_y.  (7)

The last term is the magnetic force −eBJ_y/c. Since the momentum density is m times the full number current, J_y includes the magnetisation current.

For a uniform field the left side vanishes and J_y = −nV′/(mω). Hence

j_y = neV′/(mω) = (nec/B)E_x = (Ne²/h)E_x,

which fixes the sign of σ_H = j_y/E_x. At finite q the correction comes from ∂_xΠ_xx. To linear order in V,

δΠ_xx(x) = ∫K(x−x′)V(x′)dx′.

A constant V leaves the filled states unchanged, so K integrates to zero. Rotation by 180° makes K even, so V′ does not contribute. The first surviving term is proportional to V″. The Landau gap makes K short-ranged, which justifies the expansion, and a potential with uniform V″ gives its coefficient.

Q: A uniform V″ is an oscillator. Can you solve it without assuming hydrodynamics?

A: Yes. Put V = ½mω²δx², so δ = V″/(mω²). In the gauge A_y = Bx, π_y = mω(x−x₀) with x₀ = −k_yℓ², and

H = p_x²/2m + ½mω²[(x−x₀)² + δx²].

Completing the square gives an oscillator of frequency ω√(1+δ) centred at X = x₀/(1+δ), plus a constant for each k_y. The values of x₀ are evenly spaced, so the centres X are denser by the factor 1+δ. The density is n(1+δ), uniform in x.

In level k, ⟨p_x²⟩/m = ħω√(1+δ)(k+½). Averaging over the N levels and multiplying by the density,

Π_xx = n(1+δ)·ħω√(1+δ)·N/2 = P(1+δ)^{3/2},  P = nħωN/2.  (8)

For the other stress let ζ = x−X. Then x₀ = (1+δ)(x−ζ), and the velocity found at x is

ω(x−x₀) = −ωδx + ω(1+δ)ζ.

The average of ζ at fixed x vanishes, so the flow is v_y = −ωδx and the rest is motion relative to it. With ⟨ζ²⟩ = ħ(k+½)/(mω√(1+δ)),

Π_yy = n(1+δ)·mω²(1+δ)²⟨ζ²⟩ = P(1+δ)^{5/2},  (9)

where the level average is understood.

Q: So to first order Π_xx changes by 3Pδ/2. Where is the viscosity in that number?

A: Separate the mean stress from the anisotropy. Equations (8) and (9) give

½(δΠ_xx + δΠ_yy) = 2Pδ,  ½(δΠ_xx − δΠ_yy) = −½Pδ,

and their sum is 3Pδ/2.

The flow has ∂_x v_y = −ωδ, so V_xy = −ωδ/2. By (1) half the anisotropy is 2η_H V_xy = −η_Hωδ, which by (6) is −½Pδ. The viscosity found by straining a torus thus agrees with the one in this static flow.

The isotropic part has a different origin. The flow also has vorticity. The momentum relative to it, π − mv, contains the effective vector potential A − mcv/e, whose field is

B − (mc/e)∂_x v_y = B + (mcω/e)δ = B(1+δ).

The density follows this field at fixed filling, as the oscillator solution shows. Let ε(B) be the energy density at fixed filling. At fixed flux Φ and electron number, the energy is Sε(Φ/S), so

P = −d[Sε(Φ/S)]/dS = Bε′ − ε,  dP/dB = Bε″.

The field change Bδ therefore alters the pressure by B²ε″δ. Here ε = nħωN/2 with both n and ω proportional to B, so ε varies as B², P = ε, and B²ε″ = 2P. This reproduces 2Pδ.

Q: Put that into the force balance and show me the coefficient.

A: The two parts together are δΠ_xx = (B²ε″ − η_Hω)V″/(mω²). For wavevector q, V‴ = −q²V′, and (7) gives

J_y = −(nV′/mω)[1 − q²(B²ε″ − η_Hω)/(nmω²)].

Since 1/(mω²) = ℓ²/(ħω),

σ_H(q)/σ_H(0) = 1 + C₂q²ℓ² + O(q⁴),

C₂ = η_H/(ħn) − B²ε″/(nħω).  (10)

This is the Hoyos–Son form. For filled levels the first term is N/4. The second is 2P/(nħω) = N. Hence

C₂ = N/4 − N = −3N/4.  (11)

Viscosity raises the Hall response, while the vorticity-induced pressure change lowers it four times as much. A measured q² coefficient therefore yields η_H only if ε″ is known. The derivation here covers free electrons in filled levels; it does not establish (10) for interacting states.

Q: I would trust −3N/4 more if it came out without stresses.

A: Use ordinary perturbation theory. Let ξ = x−x₀, so v_y = ωξ, and let V = V_q e^{iqx}. The current of the filled levels is

J_y(q) = (1/2πℓ²) Σ_{k<N≤m} 2ω⟨k|ξe^{−iqξ}|m⟩⟨m|e^{iqξ}|k⟩V_q/(E_k−E_m).

The factor 2 counts the correction to the bra as well as to the ket; they are equal because the oscillator functions are real. By parity ⟨m|e^{iqξ}|k⟩ = i^{m−k}f_mk with f_mk real, and ξe^{−iqξ} = i∂_q e^{−iqξ}. The product of matrix elements is therefore i f_mk ∂_q f_mk = (i/2)∂_q f_mk². With E_k − E_m = −ħω(m−k), t = q²ℓ²/2 and ∂_q = qℓ² d/dt,

J_y(q) = −(iqV_q/2πħ) dG/dt,  G = Σ_{k<N≤m} f_mk²/(m−k).

The uniform-field law J_y = −nV′/(mω) is −N iqV_q/(2πħ). Thus, within linear response and for any q,

σ_H(q)/σ_H(0) = (1/N) dG/dt.  (12)

For small t write ξ = ℓ(b+b†)/√2. Then

e^{iqξ} = e^{−t/2} e^{i√t b†} e^{i√t b}.

For m = k+1 the first two orders give

f² = (k+1)t[1 − (k+1)t/2]² = (k+1)t − (k+1)²t² + O(t³).

Only k = N−1 crosses from filled to empty, contributing Nt − N²t². For m = k+2, f² = (k+1)(k+2)t²/4, and dividing by m−k = 2 gives (k+1)(k+2)t²/8. Here k = N−1 and N−2 cross, contributing

[N(N+1) + (N−1)N]t²/8 = N²t²/4.

Longer jumps start at t³. So G = Nt − ¾N²t² + O(t³), and (12) becomes 1 − (3/2)Nt = 1 − ¾Nq²ℓ², in agreement with (11).

Q: What does the full expression do when the field varies faster than the orbit size?

A: Take N = 1. The operator identity gives f_m0² = e^{−t}t^m/m!, so

σ_H(q)/σ_H(0) = dG/dt = (1−e^{−t})/t − e^{−t} Σ_{m≥1} t^m/(m·m!).

For large t the weights e^{−t}t^m/m! have mean t and variance t. Expanding 1/m about the mean gives 1/t + 1/t² for the last sum, to this order. The 1/t terms cancel, leaving −1/t² = −4/(qℓ)⁴. The response becomes small and changes sign, so a local drift at every point is no longer a fair picture.

Q: How large are these effects for definite parameters?

A: Choose a model gas of free, spin-polarised electrons with m = 0.1 electron masses, B = 10⁵ G (10 T) and N = 2. It sets the scale of the effects and does not stand for a particular sample. Then ℓ = 8.113 nm, ω = 1.7588×10¹³ s⁻¹ and ħω = 11.58 meV. The density is

n = 2/[2π(8.113×10⁻⁷ cm)²] = 4.836×10¹¹ cm⁻².

The pressure is P = nħω = 8.970×10⁻³ erg/cm², since N/2 = 1. From (6),

η_H = 8.970×10⁻³/(2 × 1.7588×10¹³) = 2.55×10⁻¹⁶ g/s = 2.55×10⁻¹⁹ kg/s.

The uniform Hall conductivity is 6.964×10⁷ cm/s, or 7.748×10⁻⁵ S.

For a field of period 500 nm, qℓ = 2π × 8.113/500 = 0.10195 and (qℓ)² = 0.01039. The viscosity term is +0.01039/2 = +0.0052 and the compression term is −2 × 0.01039 = −0.0208. The q² law gives a ratio of 0.9844; the full sum (12) gives 0.9845. The net reduction is about 1.6% of the uniform value.

At period 100 nm, qℓ = 0.510. The two terms are +0.130 and −0.520, so the q² law gives 0.610, while the full sum gives 0.663. The law overstates the reduction, 0.390 instead of 0.337, by about 16% of the latter. Higher powers of q are then needed, although qℓ is still only about one half.

Q: Which assumptions would you check before using these formulas on a sample?

A: The levels must be full and the gap open, so that the response is short-ranged. The drive must be slow compared with the cyclotron motion, since (10) is a static result. Disorder would add a force to (7), and a band without a single constant mass would break the link between current and momentum used there. A Zeeman moment would add its own magnetisation current. Spin must be counted: N refers to orbital levels of one spin. In the example, two polarised levels need a spin splitting above ħω = 11.58 meV, while g = 2 gives 1.16 meV at 10 T. At the same density both spins would normally fill the lowest level, so that s = ½, η_H = ħn/4, C₂ = −3/4, and the ratio at period 100 nm is 0.820 instead of 0.663. The interaction must be weak compared with ħω, and in the example it would not be: with a dielectric constant of 13 the Coulomb energy at distance ℓ is 13.7 meV, and the exchange energy per electron of two filled polarised levels in a strictly two-dimensional layer is about −12 meV, as large as ħωN/2. This changes ε(B), so −3N/4 is a free-electron value. Finally, E_x must be the total field: if only an external field is known, screening has to be worked out first.

Table of computed values

```
TESTS (hbar = m = omega = l = 1)
N=1: strain curvature per flux quantum = 0.9999
N=2: strain curvature per flux quantum = 3.9995
N=3: strain curvature per flux quantum = 8.9988
torus, 3 flux quanta, N=1: total curvature = 2.9996
shear rate in time evolution = 0.01 omega
level k=0: eta_H/(hbar n) from evolution = 0.2500
level k=1: eta_H/(hbar n) from evolution = 0.7499
level k=2: eta_H/(hbar n) from evolution = 1.2499
N=1: C2 from diagonalization = -0.7500
  changes/delta: n 1.0000, Pi_xx 1.5000, Pi_yy 2.5000
  viscous part 0.2500, compression part -1.0000
N=2: C2 from diagonalization = -1.5000
  changes/delta: n 1.0000, Pi_xx 1.5000, Pi_yy 2.5000
  viscous part 0.5000, compression part -2.0000
N=3: C2 from diagonalization = -2.2500
  changes/delta: n 1.0000, Pi_xx 1.5000, Pi_yy 2.4999
  viscous part 0.7500, compression part -3.0000
EXAMPLE
mass = 0.1 m_e, B = 1.0e+05 G, N = 2
magnetic length = 8.1130 nm
cyclotron frequency = 1.7588e+13 1/s
cyclotron energy = 11.577 meV
density = 4.8360e+11 cm^-2
pressure = 8.9698e-03 erg/cm^2
Hall viscosity = 2.5499e-16 g/s = 2.5499e-19 kg/s
sigma_H(0) = 6.9636e+07 cm/s = 7.7481e-05 S
period 500 nm: q*l = 0.10195
  viscosity term = +0.00520
  compression term = -0.02079
  ratio sigma_H(q)/sigma_H(0), q^2 law = 0.98441
  ratio sigma_H(q)/sigma_H(0), full sum = 0.98450
period 100 nm: q*l = 0.50976
  viscosity term = +0.12993
  compression term = -0.51970
  ratio sigma_H(q)/sigma_H(0), q^2 law = 0.61022
  ratio sigma_H(q)/sigma_H(0), full sum = 0.66342
```
